# How a rigid excitation-energy shift corrupts hydrogen's fast-ion stopping

Hartree atomic units are used throughout, so that $\hbar=m_e=e=1$ and the speed unit is the Bohr velocity. The target is a nonrelativistic hydrogen atom with a fixed nucleus,

$$H=\frac{p^2}{2}-\frac1r,\qquad H|n\rangle=E_n|n\rangle,\qquad \psi_0(r)=\frac{e^{-r}}{\sqrt\pi}.$$

The state $|0\rangle$ is the 1s ground state and $w_n=E_n-E_0$ is an excitation energy. Sums over $n$ run over the excited bound states and include an integral over the continuum. With $z_{n0}=\langle n|z|0\rangle$, the dipole oscillator strength is $f_n=2w_n|z_{n0}|^2$.

A rigid upward shift $D\ge0$ of all excitation energies is produced by

$$H'=H+D\,(1-P),\qquad P=|0\rangle\langle0|.$$

On the ground state the added term gives zero; on every other eigenstate it gives $D$. The eigenvectors are therefore unchanged, while $w_n$ becomes $w'_n=w_n+D$. Matrix elements of $z$, and of any other operator that is itself left unchanged, stay fixed. This is the "scissors" shift used to open a calculated gap. The hydrogen spectrum needs no such correction. It serves here as a case in which the right answer within the model is known.

The original strength sum follows from two commutators. Since $[H,z]=-ip_z$ and $[z,p_z]=i$,

$$[z,[H,z]]=-i[z,p_z]=1.$$

Writing out the same double commutator in the ground state gives

$$\langle0|2zHz-z^2H-Hz^2|0\rangle
=2\langle0|z(H-E_0)z|0\rangle=2\sum_n w_n|z_{n0}|^2 .$$

The last step inserts a complete set of states; the ground state itself drops out because its excitation energy is zero. Hence $\sum_nf_n=1$.

After the shift, with the same dipole elements, the sum is

$$\sum_n f'_n=2\sum_n(w_n+D)|z_{n0}|^2=1+2D\sum_n|z_{n0}|^2 .$$

Completeness turns the remaining sum into the ground-state variance of $z$:

$$\sum_n|z_{n0}|^2=\langle z^2\rangle-\langle z\rangle^2
=\frac{\langle r^2\rangle}{3}
=\frac13\int_0^\infty4r^4e^{-2r}\,dr=\frac13\cdot\frac{4\cdot24}{32}=1.$$

Here $\langle z\rangle=0$ by parity, and spherical symmetry makes $\langle z^2\rangle$ one third of $\langle r^2\rangle$. Therefore

$$\boxed{\sum_nf'_n=1+2D.}$$

In this result $D$ is a number of hartrees; in ordinary units the excess is $2D/E_{\rm h}$, where $E_{\rm h}$ is the hartree energy. Diagonalizing $H'$ in a basis of 25 radial functions for s states and 25 for p states gives sums of 1.000000, 1.200000 and 1.600000 for $D=0$, $0.1$ and $0.3$.

The excess arises because $P$ is a nonlocal operator and does not commute with $z$. Indeed,

$$[z,[P,z]]=2zPz-z^2P-Pz^2,$$

whose ground-state expectation is $2\langle z\rangle^2-2\langle z^2\rangle=-2$. The term $-DP$ in $H'$ thus adds $+2D$ to the double commutator. Equivalently, the velocity operator generated by $H'$ is

$$i[H',z]=p_z-iD[P,z],$$

which is no longer the momentum. Keeping momentum elements instead of dipole elements does not restore the sum. From $[H,z]=-ip_z$ one has $\langle n|p_z|0\rangle=iw_nz_{n0}$. If these values are kept and the strength is calculated as $2|\langle n|p_z|0\rangle|^2/w'_n$, it becomes $f_nw_n/(w_n+D)$. For $D>0$ every term has decreased, so the sum is below 1.

To see what the dipole-preserving shift does to stopping, let a bare ion of charge $Z$ move in a straight line at constant speed $v$. The ion is heavy, its interaction with the electron is the unmodified Coulomb potential, and excitation is treated to first Born order. Its interaction with the fixed nucleus cannot excite the electron, because different electronic states are orthogonal. Define

$$\rho_n(q)=\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle,$$

with $|\rho_n|^2$ summed over degenerate final states. It then depends on the size of $\mathbf q$ but not on its direction. The Fourier transform of the Coulomb interaction has magnitude $4\pi Z/q^2$, and an ion transferring momentum $\mathbf q$ loses energy $\mathbf q\cdot\mathbf v$ in the heavy-ion limit. Dividing the golden-rule rate by the incident flux gives

$$\sigma_n=\frac{2\pi}{v}\int\frac{d^3q}{(2\pi)^3}
\left(\frac{4\pi Z}{q^2}\right)^2|\rho_n(q)|^2\,
\delta(w_n-\mathbf q\cdot\mathbf v).$$

The angular integral of the delta function is $2\pi/(qv)$ when $q\ge w_n/v$, and zero otherwise. Collecting factors,

$$\sigma_n=\frac{8\pi Z^2}{v^2}\int_{w_n/v}^{\infty}\frac{dq}{q^3}|\rho_n(q)|^2 .$$

The stopping cross section is the energy-weighted sum $S=\sum_nw_n\sigma_n$. It is convenient to define the generalized oscillator strength $F_n(q)=2w_n|\rho_n(q)|^2/q^2$, so that

$$S=\frac{4\pi Z^2}{v^2}L,\qquad
L=\sum_n\int_{w_n/v}^{\infty}\frac{dq}{q}F_n(q).$$

At small $q$, $\rho_n\simeq iqz_{n0}$ for a dipole transition along $\mathbf q$, and $F_n(q)\to f_n$. The shift changes $L$ in two places: the strength becomes $F'_n=2w'_n|\rho_n|^2/q^2$, and the lower limit becomes $w'_n/v$.

The sum of the generalized strengths shows which collisions are affected. Taking $\mathbf q$ along $z$, the exponential displaces the momentum:

$$e^{-iqz}He^{iqz}=H+qp_z+\frac{q^2}{2}.$$

Its ground-state expectation, less $E_0$, is $q^2/2$ because $\langle p_z\rangle=0$. Thus $\sum_nw_n|\rho_n|^2=q^2/2$ and $\sum_nF_n(q)=1$ at each nonzero $q$. Completeness also gives $\sum_n|\rho_n|^2=1-G(q)^2$, where

$$G(q)=\langle0|e^{i\mathbf q\cdot\mathbf r}|0\rangle
=\frac4q\int_0^\infty re^{-2r}\sin(qr)\,dr
=\frac{1}{(1+q^2/4)^2}.$$

The shifted sum is therefore

$$\sum_nF'_n(q)=1+2D\,\frac{1-G(q)^2}{q^2}.$$

As $q\to0$, $G^2\simeq1-q^2$ and the sum tends to $1+2D$. At large $q$ the excess falls as $2D/q^2$: a fixed energy $D$ becomes negligible beside the recoil energy $q^2/2$. For $D=0.1$ the sum is 1.172 at $q=0.5$, 1.118 at $q=1$, 1.047 at $q=2$ and 1.008 at $q=5$. Distant, low-momentum collisions carry most of the error, and close collisions recover the correct strength. Stopping is consequently not multiplied by $1+2D$.

The high-speed form of $L'$ follows by dividing the momentum integral at a small fixed $q_0$. First $v$ is made large, then $q_0$ is made small. Below $q_0$ the generalized strengths may be replaced by their dipole limits, giving

$$L'_{\rm dist}=\sum_nf'_n\ln\frac{q_0v}{w'_n}
=(1+2D)\ln(q_0v)-\sum_nf'_n\ln w'_n .$$

Above $q_0$ the lower limits $w'_n/v$ no longer matter at moderate $q$, but energy conservation cuts off the largest momentum transfers. There the struck electron behaves almost as if free, with $w\simeq q^2/2+qp_z$, where $p_z$ is its initial momentum component along $\mathbf q$. The condition $w+D\le qv$ becomes

$$\frac q2+p_z+\frac Dq\le v .$$

For an electron initially at rest, and with $D/q$ neglected, the cutoff is $2v$. The initial momentum spreads this edge. The linear term in $p_z/v$ averages to zero, so the spread, its correlation with the energy weight, and the term in $D$ all enter the logarithm at order $1/v^2$. This is an impulse estimate; its predicted scaling is compared below with the full integral. At leading order,

$$L'_{\rm close}=\ln\frac{2v}{q_0}
+2D\int_{q_0}^{\infty}\frac{1-G^2}{q^3}\,dq .$$

Extending the second integral from $2v$ to infinity adds less than $2D\int_{2v}^\infty q^{-3}dq=D/(4v^2)$, which is of the order already neglected.

Set $t=q^2/4$ and $t_0=q_0^2/4$. Then $dq/q=dt/(2t)$ and $q^{-2}=1/(4t)$, so the integral is

$$J=\frac18\int_{t_0}^{\infty}\frac{1-(1+t)^{-4}}{t^2}\,dt
=\frac18\sum_{k=1}^{4}J_k,\qquad
J_k=\int_{t_0}^{\infty}\frac{dt}{t(1+t)^k}.$$

The second equality uses the finite geometric sum $1-(1+t)^{-4}=t\sum_{k=1}^4(1+t)^{-k}$. For small $t_0$, $J_1=\ln[(1+t_0)/t_0]\to-\ln t_0$. For the others,

$$\frac{1}{t(1+t)^k}=\frac{1}{t(1+t)^{k-1}}-\frac{1}{(1+t)^k}$$

gives $J_k=J_{k-1}-1/(k-1)$ in the same limit. The four constants are $0,-1,-3/2,-11/6$, with sum $-13/3$. Hence

$$J=\frac18\left(-4\ln t_0-\frac{13}{3}\right)
=-\ln q_0+\ln2-\frac{13}{24}.$$

Adding the distant and close parts, the coefficient of $\ln q_0$ is $(1+2D)-1-2D=0$, as it must be for an arbitrary dividing point. What remains is

$$\boxed{L'=\ln(2v^2)+2D\left[\ln(2v)-\frac{13}{24}\right]
-\sum_nf'_n\ln(w_n+D)}$$

up to terms that vanish at high speed. For $D=0$ this is the Bethe result $L=\ln(2v^2/I)$, with $\ln I=\sum_nf_n\ln w_n$.

The coefficient of $\ln v$ changes from 2 to $2+2D$. One unit of the original coefficient comes from distant collisions and one from close collisions; the first alone becomes $1+2D$. At fixed $D$ the relative error $L'/L-1$ therefore tends to $D$, half the relative excess in the dipole sum, and it does so slowly because the remaining terms are divided by a logarithm.

A different error results if the shifted dipole spectrum is inserted into the ordinary Bethe formula. That procedure gives every collision up to $q=2v$ the total strength $1+2D$:

$$L_{\rm opt}=(1+2D)\ln(2v^2)-\sum_nf'_n\ln w'_n .$$

Subtracting the boxed result,

$$L_{\rm opt}-L'=2D\left[\ln(2v^2)-\ln(2v)+\frac{13}{24}\right]
=2D\left(\ln v+\frac{13}{24}\right).$$

Now the relative error does tend to $2D$. Quoting the factor $1+2D$ for stopping thus requires saying that the close collisions, too, have been assigned the corrupted dipole sum.

For comparison, one may shift the energies but hold each $F_n(q)$ fixed. This requires $|\rho_n|^2$ to be multiplied by $w_n/(w_n+D)$. The strength sum is then 1 at every $q$, and the same division of the integral gives

$$L_{\rm c}=\ln(2v^2)-\sum_nf_n\ln(w_n+D)
=L-\sum_nf_n\ln\left(1+\frac{D}{w_n}\right).$$

Stopping now falls for $D>0$, as expected when a fixed total strength is moved to higher energies. Since $\ln(1+x)<x$ for $x>0$, the reduction in this high-speed form of $L$ is less than

$$D\sum_n\frac{f_n}{w_n}=2D\sum_n|z_{n0}|^2=2D .$$

It does not grow with $\ln v$, so the relative change vanishes at very high speed. At fixed $D$ and sufficiently high speed, the unrescaled shift instead produces an increase that grows with $\ln v$.

This sum-conserving prescription is a comparison, not a complete theory of a shifted atom. Its reduced dipole elements satisfy $\sum_n|z_{n0}|^2<1$, whereas completeness with the original ground state demands 1. A consistent Hamiltonian would have to change the ground state as well. Conversely, with the ground state and all dipole elements fixed, no upward shift of the whole spectrum can come from a change in a local potential, because a local potential commutes with $z$ and leaves the strength sum at 1.

For the worked example, take a proton with $Z=1$ and $v=10$, whose kinetic energy is 2.51 MeV, and set $D=0.1$ hartree, or 2.72 eV. The target and speed are held fixed in the comparison. The original mean excitation energy is $I=0.5509$ hartree, so the Bethe formula gives

$$L=\ln\frac{200}{0.5509}=5.894 .$$

For the shifted atom, $\sum_nf'_n\ln w'_n=-0.5285$, and

$$L'=\ln200+0.2\left(\ln20-\frac{13}{24}\right)+0.5285
=5.2983+0.4908+0.5285=6.318 .$$

Numerical integration of the Born expression over momentum transfer and the bound and continuum spectrum gives 5.884 and 6.306 respectively. The asymptotic formulas are high by 0.010 and 0.012. At $v=20$ these differences are 0.0025 and 0.0029; at $v=40$ they are 0.0006 and 0.0007. Each doubling of speed reduces them by a factor of about four, in agreement with the $1/v^2$ estimate. Between the two higher speeds, the slope $\Delta L/\Delta\ln v$ is 2.003 without the shift and 2.203 with it, close to the predicted 2 and 2.2. The speed $v=40$ tests the nonrelativistic formula; it does not describe a real ion to that accuracy.

With the full integrals, the original stopping cross section at $v=10$ is

$$S=\frac{4\pi}{100}(5.884)=0.739\ \text{hartree bohr}^2,$$

or $0.563\times10^{-15}$ eV cm$^2$ per atom. The rigid shift raises it to 0.792 hartree bohr$^2$, or $0.604\times10^{-15}$ eV cm$^2$, an error of 7.2% relative to the original Born value. This is below the limiting 10%, and the approach is slow: the values of $L$ at $v=40$, 9.367 against 8.666, still give only 8.1%.

Inserting the shifted dipole spectrum into the Bethe formula gives $L_{\rm opt}=6.887$, which is 16.8% above the unshifted Bethe value. The sum-conserving comparison gives $L_{\rm c}=5.703$ from the full integral, 3.1% below the original full integral. Thus the rigid shift, which raises the full integral by 7.2%, and the sum-conserving shift, which lowers it by 3.1%, disagree even in the sign of the change. Their excitation energies are the same; the difference lies in their matrix elements.

The first Born model omits effects that can be sized at this speed. The Bloch correction, which accounts for the departure of close collisions from first order,

$$-y^2\sum_{m=1}^{\infty}\frac{1}{m(m^2+y^2)},\qquad y=\frac Zv,$$

changes $L$ by $-0.012$. The relativistic logarithm $-\ln(1-\beta^2)-\beta^2$, with $\beta$ the speed divided by that of light, adds about $1.4\times10^{-5}$. A term cubic in the ion charge has the dimensional scale $ZIL/v^3=0.003$, but its numerical prefactor has not been calculated here. The shift changes $L$ by 0.422, far more than the two evaluated corrections and that scale. At speeds near 1 the high-speed expansion fails, and for $Z/v$ not small the first Born treatment fails as well.

A real hydrogen gas target breaks the isolated-atom assumption, since it consists of molecules. Their mean excitation energy is roughly 19 eV, against 15 eV for the atom in this model. Through the logarithm alone this lowers $L$ per electron by about $\ln(19/15)=0.24$, or 4% of the atomic value, which is comparable with the errors studied here. The hydrogen percentages should not be carried over to solids: the excess depends on which electrons are shifted and on their position fluctuations.

That dependence can be seen for a finite target with $N$ electrons. Let $Q=\sum_jz_j$ be the sum of their coordinates. For a local potential and ordinary kinetic energy, the original strength sum is $N$. If all excited states are raised by $D$ with the matrix elements of $Q$ fixed, the earlier completeness argument gives

$$\sum_nf'_n=N+2D\left(\langle Q^2\rangle-\langle Q\rangle^2\right).$$

Hydrogen has $N=1$ and unit variance, which gives $1+2D$. In another finite system the relative excess is $2D$ times the variance per electron, so the same energy shift distorts the dipole sum more when that variance is larger. The numerical output following this text lists the values for the hydrogen example.

## Table of computed values

```
Ion charge Z = 1 e; speed v = 10.0 a.u.
Proton kinetic energy = 2.508 MeV
Proton mass = 1836.15 electron masses
Rigid shift D = 0.100 hartree = 2.721 eV
Dipole sum, D=0.0 hartree: 1.000000 (no unit)
Dipole sum, D=0.1 hartree: 1.200000 (no unit)
Dipole sum, D=0.3 hartree: 1.600000 (no unit)
Shifted strength sum at q=0.5 a.u.: 1.17227 (no unit)
Shifted strength sum at q=1.0 a.u.: 1.11808 (no unit)
Shifted strength sum at q=2.0 a.u.: 1.04687 (no unit)
Shifted strength sum at q=5.0 a.u.: 1.00800 (no unit)
Close-collision constant = 0.15148 (no unit)
Original mean excitation energy = 0.55092 hartree
Shifted optical mean energy = 0.64374 hartree
Sum-conserving mean energy = 0.65992 hartree
Shifted sum f' ln(w+D) = -0.52854 (no unit)
v=10 a.u., D=0.0 hartree: L full=5.88412, asymptotic=5.89448
v=10 a.u., D=0.1 hartree: L full=6.30579, asymptotic=6.31768
v=20 a.u., D=0.0 hartree: L full=7.27825, asymptotic=7.28078
v=20 a.u., D=0.1 hartree: L full=7.83970, asymptotic=7.84260
v=40 a.u., D=0.0 hartree: L full=8.66645, asymptotic=8.66707
v=40 a.u., D=0.1 hartree: L full=9.36680, asymptotic=9.36752
Slope dL/dln(v), D=0.0 hartree: 2.0027 (no unit)
Slope dL/dln(v), D=0.1 hartree: 2.2031 (no unit)
Optical-misuse L at v=10 a.u. = 6.88653 (no unit)
Sum-conserving full L at v=10 a.u. = 5.70257 (no unit)
Full shifted stopping change = +7.17 %
Optical misuse vs Bethe formula = +16.83 %
Sum-conserving change = -3.09 %
Original S = 0.73942 hartree bohr^2 = 0.5634 x 1e-15 eV cm^2 per atom
Shifted S = 0.79241 hartree bohr^2 = 0.6038 x 1e-15 eV cm^2 per atom
Optical misuse S = 0.86539 hartree bohr^2 = 0.6594 x 1e-15 eV cm^2 per atom
Sum-conserving S = 0.71661 hartree bohr^2 = 0.5461 x 1e-15 eV cm^2 per atom
Finite-speed correction to original L = -0.01036
Bloch correction to L = -0.01192 (no unit)
Relativistic logarithm correction = +1.42e-05 (no unit)
Cubic-in-charge scale Z I L/v^3 = 0.00325 (order only)
Shift-induced error in L = +0.42167 (no unit)
```
